# Optical contrast of graphene on oxidized silicon: sheet and slab models

## Question

I want to calculate how visible a graphene flake is on oxidized silicon, at normal incidence, as a function of oxide thickness $d$ and wavelength $\lambda$. I define the contrast as

$$C=\frac{R_0-R}{R_0},$$

where $R_0$ is the reflectance without the flake and $R$ the reflectance with it.

I tried two models. In one, graphene is a conducting sheet of zero thickness with $\sigma=e^2/4\hbar$. In the other it is a slab 0.34 nm thick with a complex refractive index. At 550 nm the two prefer different oxide thicknesses, and the difference is many times the thickness of graphene. Have I made a mistake?

I also don't see why people choose oxides of 90 nm or 300 nm. A quarter-wave argument seems to explain the first, but then why does a much thicker layer work, and why not 200 nm? I am using constant indices, $n_1=1.5$ for the oxide and $n_2=4$ for silicon, and $2.5+1.2i$ for the slab.

## Answer

Your two results can both be right. The models differ in more than thickness: your slab has a reactive response that your sheet lacks. To see what this does, it helps to put both models into one formula.

I use the time factor $e^{-i\omega t}$, so a positive imaginary part of an index means absorption. Let $k=2\pi/\lambda$, let $z$ point down into the sample, and let $h=Z_0H$, where $Z_0$ is the vacuum impedance. Your indices are round model values of about the right size, not fitted data.

### The sheet conductivity

Near a Dirac point the Hamiltonian is $v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)$. For a field $E_0\cos\omega t$ along $x$, the potential is $A_x=-(E_0/\omega)\sin\omega t$. The part of the perturbation that absorbs a photon has magnitude $(eE_0v/2\omega)\,\sigma_x$.

The band states at angle $\varphi$ in momentum space are $(1,\pm e^{i\varphi})/\sqrt2$, so

$$\langle c|\sigma_x|v\rangle=\tfrac12\left(e^{-i\varphi}-e^{i\varphi}\right)=-i\sin\varphi .$$

Take undoped graphene with a full valence band and an empty conduction band. With a factor 4 for spin and valley, the golden rule gives the absorbed power per area

$$P=\hbar\omega\cdot4\cdot\frac{2\pi}{\hbar}\left(\frac{eE_0v}{2\omega}\right)^2\int\frac{d^2q}{(2\pi)^2}\sin^2\!\varphi\;\delta(2\hbar vq-\hbar\omega).$$

The angular integral is $\pi$. The radial one is $q/(2\hbar v)$ at $q=\omega/2v$, which is $\omega/(4\hbar v^2)$. The whole integral is therefore $\omega/(16\pi\hbar v^2)$, and $P=e^2E_0^2/(8\hbar)$. Setting this equal to $\tfrac12\sigma E_0^2$ gives

$$\sigma=\frac{e^2}{4\hbar},\qquad s\equiv Z_0\sigma=\pi\alpha=0.02293,$$

where $\alpha$ is the fine-structure constant.

This is the low-energy limit. A sum over the full honeycomb band structure extrapolates to it, but lies 7% higher at a photon energy of 0.75 times the hopping energy. That is 550 nm light for a hopping of 3 eV; for 2.7 to 2.8 eV the excess is 8 to 9%. The constant-$s$ model leaves this excess out.

### Reflection from the stack

In the oxide, Maxwell's equations read $dE/dz=ikh$ and $dh/dz=ikn_1^2E$. Below the oxide there is only a transmitted wave, so $h(d)=n_2E(d)$. Integrating upward, with $\delta=n_1kd$,

$$E(0)=E(d)\cos\delta-\frac{i}{n_1}h(d)\sin\delta,\qquad h(0)=h(d)\cos\delta-in_1E(d)\sin\delta .$$

The ratio is the admittance seen from above the oxide:

$$Y=\frac{h(0)}{E(0)}=n_1\frac{n_2\cos\delta-in_1\sin\delta}{n_1\cos\delta-in_2\sin\delta}.$$

For a unit incident wave, the fields just above the graphene are $E=1+r$ and $h=1-r$. Across the sheet $E$ is continuous, while $h$ drops by $sE$ because of the sheet current. Hence $1-r=(Y+s)(1+r)$, or

$$r=\frac{1-Y-s}{1+Y+s}.$$

### Contrast for a weak sheet

Let $r_0$ be the value at $s=0$. Differentiating with respect to $s$,

$$r\approx r_0+\delta r,\qquad \delta r=-s\,\frac{(1+Y)+(1-Y)}{(1+Y)^2}=-\frac{2s}{(1+Y)^2}.$$

To first order $R-R_0=2\,\mathrm{Re}(r_0^*\delta r)$. Dividing by $R_0=r_0^*r_0$ gives $C=-2\,\mathrm{Re}(\delta r/r_0)$, so

$$C\approx4\,\mathrm{Re}\frac{s}{1-Y^2}.$$

Since $1+r_0=2/(1+Y)$, this can also be written

$$C\approx\mathrm{Re}\left[s\,\frac{(1+r_0)^2}{r_0}\right]=\mathrm{Re}\left[s\left(2+r_0+\frac1{r_0}\right)\right].$$

The factor $(1+r_0)^2$ measures the field at the graphene, and $1/r_0$ compares the wave it radiates with the background reflection. High contrast needs a strong field at the sheet and a weak background of the right phase. The expansion requires $|s|\ll|1-Y|$, so it fails if the bare stack hardly reflects.

### Why odd quarter-waves are best for a real $s$

Define

$$a=\frac{1-n_1}{1+n_1},\qquad b=\frac{n_1-n_2}{n_1+n_2},\qquad u=e^{2i\delta}.$$

At the top of the oxide the downward and upward waves have amplitudes in the ratio $1:bu$. Thus $Y=n_1(1-bu)/(1+bu)$, and

$$r_0=\frac{1-Y}{1+Y}=\frac{(1-n_1)+(1+n_1)bu}{(1+n_1)+(1-n_1)bu}=\frac{a+bu}{1+abu}.$$

With $c=\cos2\delta$, multiplying by the conjugate denominator gives

$$\mathrm{Re}\,r_0=\frac{a(1+b^2)+b(1+a^2)c}{1+a^2b^2+2abc}.$$

Because $\mathrm{Re}(1/r_0)=\mathrm{Re}(r_0)/|r_0|^2$, it has the same numerator over $a^2+b^2+2abc$. The quotient rule then gives

$$\frac{d\,\mathrm{Re}\,r_0}{dc}=\frac{b(1+a^2)(1+a^2b^2)-2a^2b(1+b^2)}{(1+a^2b^2+2abc)^2}=\frac{b(1-a^2)(1-a^2b^2)}{(1+a^2b^2+2abc)^2},$$

$$\frac{d\,\mathrm{Re}(1/r_0)}{dc}=\frac{b(1+a^2)(a^2+b^2)-2a^2b(1+b^2)}{(a^2+b^2+2abc)^2}=\frac{b(1-a^2)(b^2-a^2)}{(a^2+b^2+2abc)^2}.$$

Here $b<0$. The first of these derivatives is therefore always negative, since $|a|,|b|<1$. The other is negative when $b^2>a^2$, that is, when

$$(n_2-n_1)(n_1+1)>(n_1-1)(n_2+n_1).$$

Multiplying out and cancelling leaves $n_2>n_1^2$. Your values satisfy this, since $4>2.25$. Both terms then grow as $c$ decreases. Provided $n_2$ is not so close to $n_1^2$ that the quarter-wave background nearly vanishes and the expansion fails, the contrast is greatest at $c=-1$:

$$d=\frac{(2m+1)\lambda}{4n_1},\qquad m=0,1,2,\ldots$$

At 550 nm the first two optima are $550/6=91.7$ nm and 275 nm. There $Y=n_1^2/n_2=0.5625$, so

$$r_0=\frac{0.4375}{1.5625}=0.280,\qquad R_0=0.0784.$$

With the sheet, $r=(0.4375-0.0229)/(1.5625+0.0229)$, which gives $R=0.0684$ and $C=12.8\%$. The first-order formula gives $4s/(1-Y^2)=13.4\%$, about 5% above the full result in relative terms.

At a half-wave thickness, 183 nm, the oxide drops out of the reflection problem: $Y=n_2=4$ and $r_0=-0.6$, as for bare silicon. The field factor is now $(0.4)^2$ instead of $(1.28)^2$, and the background is stronger. The contrast is $-0.6\%$. It is negative because the wave radiated by the sheet has the sign of $r_0$ and adds to it, so the flake is slightly bright.

The condition on $n_2$ matters. With a substrate index of 2, below $n_1^2=2.25$, the quarter-wave background also has $r_0<0$. It is weak, and the contrast there becomes $-37\%$: the flake would look much brighter than its surroundings.

### Turning the slab into a sheet

Now let a film of thickness $t$ and permittivity $\varepsilon$ lie on the oxide. Across it $dE/dz=ikh$ and $dh/dz=ik\varepsilon E$. Starting from $h=YE$ at its bottom, the admittance at its top is

$$Y_{\rm top}=\frac{Y-ikt\varepsilon}{1-iktY}+O(t^2)=Y-ikt(\varepsilon-Y^2)+O(t^2).$$

The film replaces an equal thickness of air, for which the result is $Y-ikt(1-Y^2)$. That air layer changes only the phase of $r$, not the reflectance. The difference between film and air is the admittance of an equivalent sheet:

$$s_{\rm slab}=-ikt(\varepsilon-1),$$

$$\mathrm{Re}\,s_{\rm slab}=kt\,\mathrm{Im}\,\varepsilon,\qquad \mathrm{Im}\,s_{\rm slab}=-kt(\mathrm{Re}\,\varepsilon-1).$$

For your slab $\varepsilon=(2.5+1.2i)^2=4.81+6.00i$. At 550 nm this gives $s_{\rm slab}=0.0233-0.0148i$. The real part is within 2% of $\pi\alpha$, so at this wavelength the two models absorb almost equally. The match holds only near 550 nm: with a constant index $s_{\rm slab}\propto k\propto1/\lambda$, so its real part is 0.0285 at 450 nm and 0.0183 at 700 nm, while the sheet value stays fixed. The imaginary part, which describes polarization without absorption, is missing from your sheet.

### Why the best thickness moves by 6 nm

Write $g=1/(1-Y^2)$. To first order,

$$C=4\left(\mathrm{Re}\,s\,\mathrm{Re}\,g-\mathrm{Im}\,s\,\mathrm{Im}\,g\right).$$

At a quarter-wave $Y$ is real, so $\mathrm{Im}\,g=0$ and the reactive part has no first-order effect. The models nearly agree there: 12.8% for the sheet and 12.9% for the slab.

Away from that point, use $4g=2+r_0+1/r_0$:

$$4\,\mathrm{Im}\,g=\mathrm{Im}\,r_0\left(1-\frac1{|r_0|^2}\right),\qquad \mathrm{Im}\,r_0=\frac{b(1-a^2)\sin2\delta}{1+a^2b^2+2abc}.$$

Just below the quarter-wave thickness $\sin2\delta>0$. Since $b<0$, $\mathrm{Im}\,r_0$ is negative; since $|r_0|<1$, $\mathrm{Im}\,g$ is positive. With $\mathrm{Im}\,s<0$ the reactive term raises the contrast on the thin side and lowers it on the thick side. The absorptive term is flat at its maximum, so the combined peak moves to thinner oxide.

For your slab it moves from 91.7 to 85.5 nm, and its height becomes 13.8%. The next peak is at 268.9 nm. The cause can be isolated with an equivalent sheet:

- The full complex $s_{\rm slab}$ puts the first peak at 85.6 nm.
- Its real part alone puts the peak back at 91.7 nm.
- Reversing the sign of its imaginary part moves the peak to 97.8 nm.

So the finite thickness of the slab is not what separates your models. Nor should the shift be comparable with 0.34 nm. To leading order, multiplying $s$ by a positive number rescales the whole contrast curve without moving its peak. The position depends on the ratio of the reactive to the absorptive part, and both are proportional to $t$.

### Where 90 and 300 nm come from

With constant indices and constant $s$, $C$ depends on $d$ and $\lambda$ through $d/\lambda$ alone. A given oxide therefore has peaks at

$$\lambda=\frac{4n_1d}{2m+1}.$$

For 90 nm and $m=0$ this is 540 nm. For 300 nm and $m=1$ it is $1800/3=600$ nm. Both are visible. For 200 nm the peaks are at 1200 and 400 nm, with a half-wave minimum between them at 600 nm, in the middle of the useful range.

Here is the contrast in per cent, written as sheet / slab:

| $\lambda$ (nm) | 90 nm oxide | 200 nm oxide | 300 nm oxide |
|---:|---:|---:|---:|
| 450 | 7.9 / 5.5 | 4.3 / 8.9 | −0.6 / −0.8 |
| 500 | 11.7 / 10.6 | 0.8 / 2.5 | 0.8 / −0.7 |
| 550 | 12.7 / 13.3 | −0.4 / 0.2 | 5.7 / 2.6 |
| 600 | 11.1 / 12.5 | −0.6 / −0.6 | 12.8 / 11.9 |
| 650 | 8.9 / 10.4 | −0.4 / −0.8 | 6.9 / 8.8 |
| 700 | 7.0 / 8.2 | 0.1 / −0.7 | 2.7 / 4.0 |

In the slab model the peak wavelengths are longer, 560 nm for the 90 nm oxide and 611 nm for the 300 nm oxide. Two effects combine here. The reactive shift puts the peak at smaller $d/\lambda$, which means a longer wavelength at fixed $d$; alone it would give $90\times550/85.5=579$ nm and $300\times550/268.9=614$ nm. But $s_{\rm slab}\propto1/\lambda$, so to first order the slab contrast is a function of $d/\lambda$ multiplied by $1/\lambda$. This factor pulls the peaks back towards shorter wavelength, more so for the broad peak of the thin oxide. Both effects raise the slab value on 200 nm oxide at 450 nm: the larger $\mathrm{Re}\,s$ (0.0285 against 0.0229) lifts the sheet's 4.3% to about 5.3%, and the reactive term, positive on the thin side of the peak, supplies the rest of the 8.9%.

The two popular oxides differ in tolerance. In the sheet model the contrast falls to half its peak when $4n_1d/\lambda$ differs from the odd number $M=2m+1$ by some fixed $w$. The two half-maximum wavelengths are $4n_1d/(M\mp w)$, so the full width is

$$\Delta\lambda=4n_1d\left(\frac1{M-w}-\frac1{M+w}\right)=\frac{8n_1d\,w}{M^2-w^2}.$$

The calculated half-maxima correspond to $w\approx0.25$. The width is 286 nm for the 90 nm oxide and 100 nm for the 300 nm oxide. The thicker layer gives the same peak contrast in this model, but its phase changes faster with wavelength.

This decides what happens without a colour filter. For a flat average of the reflected intensities from 450 to 700 nm, $C=1-\int R\,d\lambda/\int R_0\,d\lambda$, the results are:

- 90 nm oxide: 10.2% for the sheet, 10.6% for the slab.
- 200 nm oxide: 0.04% and 0.6%.
- 300 nm oxide: 3.4% and 2.7%.

Thus, with constant indices and normal incidence, 90 nm is a good choice for broad illumination, while 300 nm works best with light near 600 nm. Neither number is a sharp optimum. The same average is greatest near 92 nm (sheet) or 86 nm (slab) in the first order, and near 282 or 266 nm in the third. These values depend on the band: averaging from 400 to 700 nm moves them to about 87 or 80 nm and 276 or 250 nm. This model explains why 300 nm is usable and 200 nm is poor in white, green or red light (with a violet filter near its 400 nm peak, 200 nm does as well as the others); it does not favour 300 nm over 280 nm, or over 90 nm. Any reason to prefer the thicker oxide lies outside the model.

### How far to trust the numbers

Changing the oxide index to 1.45 moves the sheet optimum at 550 nm to 94.8 nm. Changing the silicon index to 5 leaves it at 91.7 nm, as the derivation requires, but lowers the contrast to 11.0%. Weak absorption in silicon, $n_2=4+0.1i$, moves it to 91.0 nm.

Real indices vary with wavelength, and a microscope objective collects a range of angles. Doping, dirt and the response of the eye or camera are also left out. The table therefore shows the interference pattern and the difference between the models; it is not a prediction to a tenth of a per cent for a particular sample. For that, use measured indices at each wavelength and a complex $s$. Once $s$ is matched, the choice between sheet and slab hardly matters at this thickness. The numerical output below gives the values to more digits.

## Calculated quantities

```
oxide index 1.5, silicon index 4.0
slab thickness 0.34 nm, slab index (2.5+1.2j)
sheet conductance s = pi*alpha: 0.02293
lattice sigma / (e^2/4hbar) at photon energy/hopping:
  0.2: 1.0046, 0.4: 1.0188, 0.75: 1.0711
  extrapolated to zero: 0.9999
slab s at 550 nm: 0.02330 -0.01480i
quarter-wave thickness at 550 nm: 91.67 nm
quarter-wave Y: 0.5625, bare r: 0.2800
quarter-wave bare R: 0.07840
quarter-wave R with sheet: 0.06838
first-order quarter-wave C: 13.41 %
quarter-wave C, sheet: 12.78 %
quarter-wave C, slab: 12.86 %
half-wave 183.33 nm C, sheet: -0.61 %
half-wave C, slab: -0.61 %
quarter-wave C, substrate index 2: -37.07 %
best d, sheet first: 91.67 nm, C 12.78 %
best d, sheet third: 275.00 nm, C 12.78 %
best d, slab first: 85.52 nm, C 13.83 %
best d, slab third: 268.85 nm, C 13.83 %
best d, matched sheet first: 85.57 nm, C 13.83 %
best d, matched, real s only: 91.67 nm, C 12.98 %
best d, matched, reversed Im s: 97.77 nm, C 13.83 %
C in %, sheet/slab, for oxide 90, 200, 300 nm:
  450 nm: 7.86/5.50  4.33/8.92  -0.61/-0.75
  500 nm: 11.66/10.57  0.79/2.48  0.79/-0.71
  550 nm: 12.72/13.31  -0.35/0.23  5.74/2.55
  600 nm: 11.10/12.54  -0.61/-0.56  12.78/11.85
  650 nm: 8.86/10.35  -0.42/-0.76  6.91/8.79
  700 nm: 6.97/8.24  0.06/-0.69  2.65/4.02
peak wavelength, 90 nm sheet: 540.0 nm, C 12.78 %
peak wavelength, 300 nm sheet: 600.0 nm, C 12.78 %
peak wavelength, 90 nm slab: 560.2 nm, C 13.39 %
peak wavelength, 300 nm slab: 611.4 nm, C 12.48 %
90 nm half maxima: 432.4, 718.8 nm; width 286.3 nm
300 nm half maxima: 554.1, 654.2 nm; width 100.2 nm
flat 450-700 nm average C, sheet/slab:
  oxide 90 nm: 10.19/10.61 %
  oxide 200 nm: 0.04/0.56 %
  oxide 300 nm: 3.43/2.73 %
best broadband d, first: 92/86 nm (2 nm grid)
best broadband d, third: 282/266 nm (2 nm grid)
sheet, oxide 1.45: best d 94.83 nm, C 12.09 %
sheet, silicon 5: best d 91.67 nm, C 11.00 %
sheet, silicon 4+0.1i: best d 91.03 nm, C 12.78 %
```
